# All self-adjoint boundary conditions for a Dirac particle on an interval: verification in Python

```python
"""Self-adjoint boundary conditions of the Dirac operator on 0 < x < 1.

H = -i sigma_z d/dx + m sigma_x acts on psi = (R, L); hbar = c = length = 1.
Claim: H is self-adjoint exactly when b = U a with U unitary, where
  a = (L(0), R(1)) hits the walls and b = (R(0), L(1)) leaves them.
With U = exp(i eta) (u0 + i u.sigma) and k^2 = E^2 - m^2 the levels obey
  sin(eta) cos k + (E cos(eta) - m u0) sin(k)/k + u1 = 0.
The levels are checked against Chebyshev collocation of H itself.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import fine_structure
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, newton

rng = np.random.default_rng(7)
one = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
E_LOW, E_HIGH = -10.0123, 9.9871      # energy window for comparisons
MASS = 2.0


def build_U(eta, u):
    return np.exp(1j * eta) * (u[0] * one
                               + 1j * (u[1] * sx + u[2] * sy + u[3] * sz))


def parameters(U):
    """Return eta in [-pi/2, pi/2) and the unit vector (u0, u1, u2, u3)."""
    eta = np.angle(np.linalg.det(U)) / 2
    if eta > np.pi / 2 - 1e-9:
        eta -= np.pi
    W = U * np.exp(-1j * eta)
    u = [np.trace(W).real / 2]
    u += [(np.trace(s @ W) / 2j).real for s in (sx, sy, sz)]
    return eta, np.array(u)


def chiral_bag(theta_left, theta_right):
    return np.diag([-1j * np.exp(-1j * theta_left),
                    -1j * np.exp(1j * theta_right)])


def twist(phi):
    return np.array([[0, np.exp(-1j * phi)], [np.exp(1j * phi), 0]])


def random_unit_vector():
    v = rng.normal(size=4)
    return v / np.linalg.norm(v)


# ---- collocation: differentiate on Chebyshev nodes, eliminate b = U a
N = 48
nodes = (1 - np.cos(np.pi * np.arange(N + 1) / N)) / 2
weights = (-1.0) ** np.arange(N + 1)
weights[[0, -1]] *= 2
D = np.outer(weights, 1 / weights) / (nodes[:, None] - nodes + np.eye(N + 1))
D -= np.diag(D.sum(axis=1))


def collocation(U, mass):
    """Energies in the window and the full nodal spinors (columns)."""
    n = N + 1
    H = np.kron(sz, -1j * D) + mass * np.kron(sx, np.eye(n))
    keep = np.r_[1:n, n:2 * n - 1]     # drop R(0) and L(1)
    extend = np.eye(2 * n, dtype=complex)
    extend[0, 0] = extend[-1, -1] = 0
    extend[0, [n, n - 1]] = U[0]       # R(0) from L(0), R(1)
    extend[-1, [n, n - 1]] = U[1]      # L(1) from L(0), R(1)
    extend = extend[:, keep]
    energy, vectors = np.linalg.eig((H @ extend)[keep])
    inside = ((energy.real > E_LOW) & (energy.real < E_HIGH)
              & (abs(energy.imag) < 5))
    energy, vectors = energy[inside], (extend @ vectors)[:, inside]
    order = np.argsort(energy.real)
    return energy[order], vectors[:, order]


def real_levels(U, mass):
    energy, _ = collocation(U, mass)
    assert np.max(abs(energy.imag)) < 1e-7
    return energy.real


def secular(E, mass, eta, u):
    k = np.sqrt(np.asarray(E, dtype=complex) ** 2 - mass ** 2)
    value = (np.sin(eta) * np.cos(k) + u[1]
             + (E * np.cos(eta) - mass * u[0]) * np.sinc(k / np.pi))
    return value.real


def secular_roots(U, mass):
    eta, u = parameters(U)
    grid = np.linspace(E_LOW, E_HIGH, 6001)
    f = secular(grid, mass, eta, u)
    return np.array([brentq(secular, grid[i], grid[i + 1],
                            args=(mass, eta, u), xtol=1e-13)
                     for i in np.where(f[:-1] * f[1:] < 0)[0]])


def agree(first, second, tol=1e-7):
    return len(first) == len(second) and np.allclose(first, second,
                                                     rtol=0, atol=tol)


# ---- boundary form from quadrature, with and without b = U a
gauss_x, gauss_w = np.polynomial.legendre.leggauss(20)
gauss_x, gauss_w = (gauss_x + 1) / 2, gauss_w / 2


def random_spinor(U=None):
    R, L = [Polynomial(rng.normal(size=5) + 1j * rng.normal(size=5))
            for _ in range(2)]
    if U is not None:
        target = U @ np.array([L(0), R(1)])
        R, L = (R + (target[0] - R(0)) * Polynomial([1, -1]),
                L + (target[1] - L(1)) * Polynomial([0, 1]))
    return R, L


def inner(p, q):
    return np.sum(gauss_w * sum(np.conj(f(gauss_x)) * g(gauss_x)
                                for f, g in zip(p, q)))


def apply_H(p):
    R, L = p
    return -1j * R.deriv() + MASS * L, 1j * L.deriv() + MASS * R


def asymmetry(p, q):
    return inner(p, apply_H(q)) - inner(apply_H(p), q)


p, q = random_spinor(), random_spinor()
a_p, a_q = [np.array([s[1](0), s[0](1)]) for s in (p, q)]
b_p, b_q = [np.array([s[0](0), s[1](1)]) for s in (p, q)]
assert abs(asymmetry(p, q)
           + 1j * (np.vdot(a_p, a_q) - np.vdot(b_p, b_q))) < 1e-10
U_random = build_U(0.4, random_unit_vector())
assert abs(asymmetry(random_spinor(U_random), random_spinor(U_random))) < 1e-10
assert abs(asymmetry(random_spinor(0.8 * U_random),
                     random_spinor(0.8 * U_random))) > 1e-3

# ---- maximality: self-complementary boundary spaces are unitary graphs
J = np.diag([1.0, 1.0, -1.0, -1.0])
X = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
V = expm(0.3j * J @ (X + X.conj().T)) @ np.vstack([one, sx])
U_graph = V[2:] @ np.linalg.inv(V[:2])
assert np.allclose(U_graph.conj().T @ U_graph, one, atol=1e-8)
complement = null_space(V.conj().T @ J)
assert complement.shape[1] == 2
assert np.linalg.matrix_rank(np.hstack([V, complement]), tol=1e-7) == 2
dim_too_small = null_space(V[:, :1].conj().T @ J).shape[1]
assert dim_too_small == 3             # too many conditions: larger adjoint

# ---- members of the family
deg = np.pi / 180
members = {
    "periodic": sx,
    "antiperiodic": -sx,
    "twist phi=1 rad": twist(1.0),
    "bag (theta=0)": -1j * one,
    "chiral bag 60 deg": chiral_bag(60 * deg, 60 * deg),
    "chiral bag 90 deg": chiral_bag(90 * deg, 90 * deg),
    "chiral bag 120 deg": chiral_bag(120 * deg, 120 * deg),
    "chiral bag 180 deg": chiral_bag(np.pi, np.pi),
    "chiral bag 0/90 deg": chiral_bag(0, 90 * deg),
    "R+L=0 at both walls": -one,
    "mixed u0=.8 u1=.6": build_U(-np.pi / 2, [0.8, 0.6, 0, 0]),
}
print("Energies in hbar c/length; m = %.1f hbar/(c length)" % MASS)
print("Member: eta/pi; u0 u1 u2 u3")
print("   highest E<0, two lowest E>0 (with multiplicity)")
levels = {}
for name, U in members.items():
    E = levels[name] = real_levels(U, MASS)
    if name in ("periodic", "antiperiodic"):
        shift = 0.0 if name == "periodic" else 0.5
        wave = 2 * np.pi * (np.arange(-5, 6) + shift)
        band = np.sqrt(MASS ** 2 + wave ** 2)
        band = np.sort(np.r_[-band, band])
        band = band[(band > E_LOW) & (band < E_HIGH)]
        assert agree(E, band)
        assert np.max(abs(secular(E, MASS, *parameters(U)))) < 1e-7
    else:
        assert agree(E, secular_roots(U, MASS))
    eta, u = parameters(U)
    print("%s: %.3f; %s" % (name, eta / np.pi,
                            " ".join("%.3f" % (v + 0.0) for v in
                                     np.round(u, 9))))
    print("   %.5f, %.5f, %.5f" % (E[E < 0][-1], *E[E > 0][:2]))

# ---- generic members, equal spectra, symmetry, massless law
for _ in range(4):
    eta, u = rng.uniform(-1.5, 1.5), random_unit_vector()
    U = build_U(eta, u)
    E = real_levels(U, MASS)
    assert agree(E, secular_roots(U, MASS))
    turned = [u[0], u[1], np.hypot(u[2], u[3]), 0.0]
    assert agree(E, real_levels(build_U(eta, turned), MASS))
    E0 = real_levels(U, 0.0)
    assert np.max(abs(np.sin(E0 + eta) + u[1])) < 1e-7
    sphere, _ = collocation(build_U(-np.pi / 2, u), MASS)
    low = sphere.real[abs(sphere.real) < 9.9]
    assert agree(low, -low[::-1])
E0 = real_levels(members["chiral bag 0/90 deg"], 0.0)
ladder = np.pi * (np.arange(-6, 7) + 0.5) - np.pi / 4
assert agree(E0, ladder[(ladder > E_LOW) & (ladder < E_HIGH)])
print("Massless 0/90 deg bag, E nearest 0: %.5f, %.5f"
      % (E0[E0 < 0][-1], E0[E0 > 0][0]))

# ---- gap states of the equal-angle chiral bag need m cos(theta) < -1
for angle in (100, 115, 125, 150):
    E = real_levels(chiral_bag(angle * deg, angle * deg), MASS)
    in_gap = np.sum(abs(E) < MASS - 1e-6)
    assert in_gap == (2 if MASS * np.cos(angle * deg) < -1 else 0)
E_bag = levels["bag (theta=0)"]
E_bag = E_bag[E_bag > 0][0]
E_edge = levels["chiral bag 180 deg"]
E_edge = E_edge[E_edge > 0][0]
print("Bag ground level: k = %.5f /length" % np.sqrt(E_bag**2 - MASS**2))
print("180 deg gap level: kappa = %.5f /length"
      % np.sqrt(MASS**2 - E_edge**2))


# ---- current: absent for diagonal U, carried by a twisted state
def wall_currents(U):
    energy, vec = collocation(U, MASS)
    v = vec[:, np.where(energy.real > 0)[0][0]]
    R, L = v[:N + 1], v[N + 1:]
    density = abs(R) ** 2 + abs(L) ** 2
    return ((abs(R) ** 2 - abs(L) ** 2) / density)[[0, -1]]


assert np.max(abs(wall_currents(members["chiral bag 0/90 deg"]))) < 1e-7
flow = wall_currents(members["twist phi=1 rad"])
assert np.allclose(flow, 1 / np.sqrt(1 + MASS ** 2), atol=1e-7)
print("Current/density, lowest E>0 twisted state: %.5f c" % flow[0])


# ---- bags as the limit of a heavy exterior, matched at both walls
def heavy_wall_level(M, theta_left, theta_right, start):
    def mismatch(E):
        kappa = np.sqrt(M ** 2 - E ** 2 + 0j)

        def outside(theta, sign):
            mass_term = M * (np.cos(theta) * sx + np.sin(theta) * sy)
            K = 1j * sz @ (E * one - mass_term)
            return (K + sign * kappa * one)[:, 0] / M
        inside = expm(1j * sz @ (E * one - MASS * sx))
        left = inside @ outside(theta_left, +1)
        right = outside(theta_right, -1)
        return left[0] * right[1] - left[1] * right[0]
    root = newton(mismatch, complex(start), tol=1e-12, maxiter=100)
    assert abs(root.imag) < 1e-8
    return root.real


for name, angles in (("bag (theta=0)", (0.0, 0.0)),
                     ("chiral bag 0/90 deg", (0.0, np.pi / 2))):
    limit = levels[name][levels[name] > 0][0]
    errors = []
    for M in (1e2, 1e3, 1e4):
        E = heavy_wall_level(M, *angles, limit)
        errors.append(abs(E - limit))
        print("%s, outside M=%.0f: E = %.5f" % (name, M, E))
    assert 7 < errors[0] / errors[1] < 13
    assert 7 < errors[1] / errors[2] < 13

# ---- a non-unitary matrix: walls absorb and energies turn complex
leaky, _ = collocation(-0.8j * one, MASS)
assert np.all(leaky.imag < -0.01)
lowest = leaky[leaky.real > 0][0]
print("Non-unitary U=-0.8i: E = %.5f %+.5fi" % (lowest.real, lowest.imag))

# ---- conversion for an electron
c_au = 1 / fine_structure
length = MASS / c_au
print("Electron: length = %.6f bohr" % length)
print("Energy unit hbar c/length = %.2f hartree" % (c_au / length))
print("Bag ground level (with rest energy) = %.1f hartree"
      % (E_bag * c_au / length))
print("all tests passed")
```

It prints:

```
Energies in hbar c/length; m = 2.0 hbar/(c length)
Member: eta/pi; u0 u1 u2 u3
   highest E<0, two lowest E>0 (with multiplicity)
periodic: -0.500; 0.000 1.000 0.000 0.000
   -2.00000, 2.00000, 6.59382
antiperiodic: -0.500; 0.000 -1.000 0.000 0.000
   -3.72419, 3.72419, 3.72419
twist phi=1 rad: -0.500; 0.000 0.540 0.841 0.000
   -2.23607, 2.23607, 5.64907
bag (theta=0): -0.500; 1.000 0.000 0.000 0.000
   -3.03961, 3.03961, 5.46602
chiral bag 60 deg: -0.500; 0.500 0.000 0.000 -0.866
   -2.84883, 2.84883, 5.30465
chiral bag 90 deg: -0.500; 0.000 0.000 0.000 -1.000
   -2.54311, 2.54311, 5.11924
chiral bag 120 deg: -0.500; -0.500 0.000 0.000 -0.866
   -2.00000, 2.00000, 4.91841
chiral bag 180 deg: -0.500; -1.000 0.000 0.000 0.000
   -0.57684, 0.57684, 4.71951
chiral bag 0/90 deg: -0.250; 0.707 0.000 0.000 -0.707
   -3.34162, 2.37735, 4.60811
R+L=0 at both walls: 0.000; -1.000 0.000 0.000 0.000
   -2.00000, 3.72419, 6.59382
mixed u0=.8 u1=.6: -0.500; 0.800 0.600 0.000 0.000
   -2.70632, 2.70632, 5.95154
Massless 0/90 deg bag, E nearest 0: -2.35619, 0.78540
Bag ground level: k = 2.28893 /length
180 deg gap level: kappa = 1.91501 /length
Current/density, lowest E>0 twisted state: 0.44721 c
bag (theta=0), outside M=100: E = 3.02545
bag (theta=0), outside M=1000: E = 3.03819
bag (theta=0), outside M=10000: E = 3.03946
chiral bag 0/90 deg, outside M=100: E = 2.35581
chiral bag 0/90 deg, outside M=1000: E = 2.37519
chiral bag 0/90 deg, outside M=10000: E = 2.37713
Non-unitary U=-0.8i: E = 3.04252 -0.10369i
Electron: length = 0.014595 bohr
Energy unit hbar c/length = 9389.43 hartree
Bag ground level (with rest energy) = 28540.2 hartree
all tests passed
```
